# The Hop Rate of an Adatom on a Crystal Surface

## The problem

A single metal atom, an adatom, rests on a flat crystal terrace. The stable sites form a square lattice with spacing $a=0.25$ nm. To reach a neighbouring site the adatom must pass a saddle of the potential energy that lies $E=0.50$ eV above the site. The prefactor of its hop rate is $\nu_0=10^{13}$ per second. This is the total over the four exits; each direction has $\nu=\nu_0/4$. The temperature is $T=300$ K.

(a) Derive the hop rate in one direction for a classical adatom in thermal equilibrium in its site, and from it the total rate $\Gamma$.

(b) Show that the adatom hops about $4\times10^4$ times per second.

(c) Find the mean wait between hops, the scatter of the number of hops in one second, the diffusion coefficient, and the root-mean-square displacement after one second.

(d) Take the potential
$$V(x,y)=\frac E2\left[2-\cos\frac{2\pi x}{a}-\cos\frac{2\pi y}{a}\right].$$
Which total prefactor does it give for an atom of copper's mass, roughly 63.5 u? How large is the error of treating the site as harmonic?

(e) How far is the rate moved by an error of 0.05 eV in the barrier, by 10 K in temperature, by quantum effects, and by friction with the substrate at an assumed rate of $10^{12}$ per second?

## Hints

1. For (a), draw a line across the saddle. The number of crossings per second is the probability density on that line times the mean one-way velocity. Near the site the potential is a parabola, so the normalization is a Gaussian integral.

2. For (b), work out $kT$ in eV first. The exponent must be a pure number.

3. For (c), let $P_n(t)$ be the probability of $n$ hops by time $t$, and write down how it changes. For the displacement, square a sum of independent steps.

4. For (d), expand the cosine to second order for the frequency, and to fourth order for the error.

5. For (e), begin with the logarithm of the rate. It shows which input is magnified.

## Solution

### (a) From thermal equilibrium to a rate

Put the site at the origin and the saddle at $x=x_s$, $y=0$. Near the site
$$V\approx\tfrac12m\omega^2(x^2+y^2),\qquad \omega=2\pi\nu_{\rm vib},$$
where $m$ is the adatom's mass and $\nu_{\rm vib}$ its vibration frequency. On the line $x=x_s$ take $V\approx E+\tfrac12m\omega^2y^2$. This assumes that the sideways motion is equally stiff at saddle and site, as it is for the potential of part (d).

In equilibrium the probability of a position is proportional to $e^{-V/kT}$. The probability per unit length of finding the adatom at $x_s$, whatever its $y$, is therefore
$$p(x_s)=\frac{e^{-E/kT}\int e^{-m\omega^2y^2/2kT}\,dy}{\int e^{-m\omega^2x^2/2kT}\,dx\int e^{-m\omega^2y^2/2kT}\,dy}.$$
The two $y$ integrals cancel. Since $E\gg kT$, the remaining integrand is negligible long before $x$ reaches the saddle, and its limits may be extended to infinity. With $\int_{-\infty}^{\infty}e^{-\alpha x^2}dx=\sqrt{\pi/\alpha}$ and $\alpha=m\omega^2/2kT$,
$$p(x_s)=\sqrt{\frac{m\omega^2}{2\pi kT}}\;e^{-E/kT}.$$

Velocities follow the Maxwell distribution, independently of position. Only outward velocities, $v>0$, carry the adatom out of the site:
$$\langle v\rangle_+=\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}}.$$
This is not the mean speed of the outgoing atoms alone: the half of the atoms with $v<0$ contributes zero but stays in the normalization.

The rate of outward crossings is the product,
$$\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi kT}}\,e^{-E/kT}=\frac{\omega}{2\pi}e^{-E/kT}=\nu_{\rm vib}\,e^{-E/kT}.$$
Temperature and mass cancel outside the exponential; the mass survives only in the frequency. The prefactor $\nu$ for one direction is thus the vibration frequency, $2.5\times10^{12}$ per second here. This simple form belongs to the rigid two-dimensional model. On a real surface the vertical motion and the substrate vibrations also differ between site and saddle, and the prefactor becomes a ratio of products of frequencies. The four exits are alternatives, so their rates add:
$$\boxed{\Gamma=4\nu\,e^{-E/kT}=\nu_0\,e^{-E/kT}}$$

One assumption is hidden in the word "rate". Every outward crossing has been counted as a completed hop, which is the assumption of transition-state theory. Part (e) examines it.

### (b) The number

With $k=8.6173\times10^{-5}$ eV/K,
$$kT=8.6173\times10^{-5}\times300=0.02585\ \text{eV},\qquad \frac{E}{kT}=\frac{0.50}{0.025852}=19.341.$$
To evaluate the exponential by hand, divide by $\ln10=2.3026$:
$$e^{-19.341}=10^{-8.400}=10^{-9}\times10^{0.600}=3.98\times10^{-9}.$$
Hence
$$\Gamma=10^{13}\ \text{s}^{-1}\times3.98\times10^{-9}=3.98\times10^4\ \text{s}^{-1},$$
which is about $4\times10^4$ hops per second, or about $1\times10^4$ in each direction.

The two limits of the formula differ in standing. As $T\to0$ the classical rate vanishes faster than any power of $T$, but tunnelling, left out here, then takes over at some point. As $T$ grows the formula tends to $\nu_0$, but it has lost its basis before that: once $kT$ is comparable with $E$, the adatom no longer stays near the bottom of a site and separate hops cannot be defined.

### (c) What the rate means

**Waiting and counting.** Between hops the adatom vibrates many times: the mean wait found below, times the frequency $2.5\times10^{12}$ per second, is about $6\times10^7$ periods. We assume that it forgets its last hop in that time, so that the chance of a hop in a short interval $dt$ is $\Gamma\,dt$ whatever came before. The probability of no hop then obeys $dP_0/dt=-\Gamma P_0$, so $P_0=e^{-\Gamma t}$. The first hop falls between $t$ and $t+dt$ with probability $\Gamma e^{-\Gamma t}dt$, and the mean wait is
$$\int_0^\infty t\,\Gamma e^{-\Gamma t}dt=\frac1\Gamma=25\ \mu\text{s}.$$

For $n$ hops, probability flows in from $n-1$ and out to $n+1$:
$$\frac{dP_n}{dt}=\Gamma(P_{n-1}-P_n).$$
Multiply by $n$ and sum. Relabelling the first term turns $\sum nP_{n-1}$ into $\sum(n+1)P_n$, so
$$\frac{d\langle n\rangle}{dt}=\Gamma\sum_n[(n+1)-n]P_n=\Gamma,\qquad\langle n\rangle=\Gamma t.$$
Multiplying by $n^2$ instead gives
$$\frac{d\langle n^2\rangle}{dt}=\Gamma\sum_n[(n+1)^2-n^2]P_n=\Gamma(2\langle n\rangle+1).$$
The variance $\langle n^2\rangle-\langle n\rangle^2$ therefore grows at the rate $\Gamma(2\Gamma t+1)-2\Gamma^2t=\Gamma$, and it equals $\Gamma t$. In one second the standard deviation is $\sqrt{3.98\times10^4}\approx200$ hops, or 0.5% of the mean. "Hops $4\times10^4$ times per second" is thus a statement about a mean, but over a whole second the scatter is small.

**Diffusion.** After $N$ hops the displacement is $\mathbf R=\sum_i\mathbf s_i$, where each step has length $a$ and a random direction among four. Then
$$\langle R^2\rangle=\sum_i\langle s_i^2\rangle+\sum_{i\ne j}\langle\mathbf s_i\cdot\mathbf s_j\rangle=Na^2,$$
because independent steps of zero mean have no cross terms. Averaging over $N$ gives $\langle R^2\rangle=\Gamma a^2t$. In two dimensions $D$ is defined by $\langle R^2\rangle=4Dt$, so
$$D=\frac{\Gamma a^2}{4}=\frac{3.98\times10^4\times(2.5\times10^{-8}\ \text{cm})^2}{4\ \text{s}}=6.2\times10^{-12}\ \text{cm}^2/\text{s}.$$
After one second the root-mean-square displacement is $a\sqrt{\Gamma t}=0.25\ \text{nm}\times200=50$ nm. The path travelled is much longer, $4\times10^4\times0.25$ nm, or about 10 µm; steps in random directions largely cancel in the net displacement.

### (d) A potential that gives the prefactor

Along $x$, to second order,
$$\frac E2\left(1-\cos\frac{2\pi x}{a}\right)\approx\frac E2\cdot\frac12\left(\frac{2\pi x}{a}\right)^2=\frac{\pi^2E}{a^2}x^2.$$
Setting this equal to $\tfrac12m\omega^2x^2$ gives $\omega^2=2\pi^2E/(ma^2)$, and so
$$\nu=\frac{\omega}{2\pi}=\frac1a\sqrt{\frac{E}{2m}}.$$
For 63.5 u the total prefactor $4\nu$ is $9.9\times10^{12}$ per second. Conversely, exactly $10^{13}$ per second requires $m=E/(2a^2\nu^2)=61.8$ u. The given prefactor is therefore a reasonable size for a copper-like atom. The closeness should not be read as a prediction for copper, because a rigid cosine is only a model of its surface. The mass of 61.8 u is used from here on, so that $\nu_0$ keeps its stated value.

The potential is a sum of an $x$ part and a $y$ part, so the sideways factor cancels in full, beyond the harmonic approximation. What remains is the site integral along $x$. Put $\theta=2\pi x/a$ and $z=E/2kT$. Then
$$\frac{V}{kT}=z(1-\cos\theta)\approx\frac{z\theta^2}{2}-\frac{z\theta^4}{24}.$$
The quadratic part alone is a Gaussian weight with $\langle\theta^2\rangle=1/z$ and $\langle\theta^4\rangle=3/z^2$. To first order the quartic part multiplies the site integral by
$$1+\frac{z}{24}\cdot\frac{3}{z^2}=1+\frac1{8z}=1+\frac{kT}{4E}.$$
The real site is wider than its parabola, the adatom has more room there, and the density at the saddle falls by the relative amount $kT/4E=1/(4\times19.34)=1.3\%$.

Numerical integration over the whole cell, without any expansion, gives $3.93\times10^4$ per second, which is 1.4% below the harmonic result. At 150 K, with the potential and mass unchanged, the deficit is 0.7%. It halves with the temperature, as the leading term requires. The temperature slope of the integrated rate, taken between 299 and 301 K, returns a barrier of 0.4996 eV. For this classical rate without friction, an Arrhenius plot near 300 K would thus recover the true barrier to better than 0.001 eV.

### (e) How far can the number be trusted?

**Barrier and temperature.** From $\ln\Gamma=\ln\nu_0-E/kT$,
$$\frac{\partial\ln\Gamma}{\partial E}=-\frac1{kT},\qquad \frac{\partial\ln\Gamma}{\partial T}=\frac{E}{kT^2}.$$
An error of 0.05 eV is only a tenth of the barrier, but it is nearly $2kT$, and it changes the rate by a factor $e^{0.05/0.02585}=6.9$. With $\nu_0$ and $T$ fixed, a barrier of 0.45 eV gives $2.8\times10^5$ per second and one of 0.55 eV gives $5.8\times10^3$ per second.

The temperature derivative at 300 K is $19.34/300$, or 6.4% per kelvin. With $E$ and $\nu_0$ fixed, the rate is $2.0\times10^4$ per second at 290 K and $7.4\times10^4$ at 310 K. Ten degrees therefore change it by nearly a factor of two.

**Quantum effects.** The vibration quantum is $\hbar\omega=10.3$ meV, so $u=\hbar\omega/kT=0.40$. Two corrections arise, and both raise the rate.

First, the zero-point energy lifts the adatom towards the saddle. The classical partition function of an oscillator is $1/u$. The quantum one is
$$\sum_{n=0}^\infty e^{-u(n+1/2)}=\frac{e^{-u/2}}{1-e^{-u}}=\frac1{2\sinh(u/2)}.$$
The rate has the site's partition function in its denominator, so it is multiplied by the ratio $\sinh(u/2)/(u/2)=1.007$.

Second, the adatom can tunnel. The cosine is curved as strongly at its top as at its bottom, with opposite sign. The transmission of such an inverted parabola at energy $\epsilon$ above its top is the standard result $1/(1+e^{-2\pi\epsilon/\hbar\omega})$. Classically it would be a step from 0 to 1, whose thermal average, with $s=\epsilon/kT$, is $\int_0^\infty e^{-s}ds=1$. With $b=2\pi/u$ and $w=e^{-bs}$, the quantum average is
$$\int_{-\infty}^{\infty}\frac{e^{-s}\,ds}{1+e^{-bs}}=\frac1b\int_0^\infty\frac{w^{1/b-1}}{1+w}\,dw=\frac{\pi/b}{\sin(\pi/b)}=\frac{u/2}{\sin(u/2)}=1.007.$$
The integral converges for $b>1$, that is, for $kT>\hbar\omega/2\pi$; below that temperature this treatment of tunnelling fails. The sideways motion has the same frequency at site and saddle and again cancels. Together the two effects raise the rate by 1.3%. A much lighter adatom in the same potential would have a larger $\omega$, and the correction would grow.

**Friction.** The adatom exchanges energy with the vibrating substrate. To size the effect, trajectories were released at the saddle of the one-dimensional cosine with thermal velocities, subject to friction and the matching random force, and followed until they settled. An outward run that settles away from the original site counts $+1$. An inward run that settles elsewhere counts $-1$. An adatom that merely flies through the site, in at one edge and out at the other, then contributes nothing, as it should.

At a friction rate of $10^{12}$ per second the surviving fraction of the ideal escape rate is 0.84. The rate falls by 16%, from the $3.9\times10^4$ crossings per second of part (d) to about $3.3\times10^4$ escapes per second. Of the outward runs, 12% settle in neither the original site nor the next one. These adatoms lose energy too slowly to be caught at once, so one escape produces two or more saddle crossings.

Raising the friction to $3\times10^{12}$ per second, with all else fixed, supports this reading: such runs drop to 0.7% and the surviving fraction rises to 0.90. Still stronger friction lowers the rate for another reason, since the adatom is then jostled back and forth across the saddle. At $2\times10^{13}$ per second the sampled fraction is 0.54, with a sampling error of about 0.005, consistent with the value 0.55 of the Kramers formula for a parabolic barrier. The rate thus has a maximum at intermediate friction. Long flights also mean that $D=\Gamma a^2/4$, derived for steps of one length, no longer holds. A flight over $l$ sites adds $l^2a^2$ to the mean square displacement, so at weak friction $D$ can rise even though the escape rate falls.

**A real surface.** The hop length is close to the site spacing on copper's square (100) face; the barrier and the friction rate are assumed inputs, not measured values. A real substrate is not rigid: its atoms relax as the adatom passes, which changes both barrier and prefactor. If relaxation were left out of a barrier calculation and this cost 0.05 eV, the rate would be wrong by the factor of seven found above, far more than the quantum and friction corrections together. The adatom may also move by exchange, sinking into the surface while a surface atom emerges. An exchange path with the same total rate would double the number of moves. Finally, steps and other adatoms end the free walk. On terraces up to about 100 nm wide, the one-second displacement of part (c) would be noticeably cut short, although the hop rate far from a step would remain the same.

## Variation 1: a warmer surface

*The same adatom is heated to 400 K, with barrier and prefactor unchanged. How often does it hop?*

Take the ratio of the two rates, so that the prefactor cancels:
$$\frac{\Gamma(400)}{\Gamma(300)}=\exp\left[\frac{E}{k}\left(\frac1{300\ \text{K}}-\frac1{400\ \text{K}}\right)\right]=\exp\left[19.34\left(1-\frac{300}{400}\right)\right]=e^{4.835}=126.$$
The rate is $126\times3.98\times10^4=5.0\times10^6$ per second. The temperature has risen by a third and the rate by two orders of magnitude. The displacement in a given time grows only as $\sqrt\Gamma$, by a factor of about 11.

## Variation 2: a prefactor quoted per direction

*Suppose that $10^{13}$ per second had been the prefactor for each direction. What is the total rate, and which barrier error would have the same effect?*

All four exits now carry the full prefactor, so
$$\Gamma=4\times3.98\times10^4=1.6\times10^5\ \text{s}^{-1}.$$
A barrier lowered by $\Delta E$ multiplies the rate by $e^{\Delta E/kT}$. Setting this equal to 4 gives
$$\Delta E=kT\ln4=0.02585\times1.386=0.036\ \text{eV}.$$
A misread convention is therefore equivalent to a barrier error of a few hundredths of an eV. A prefactor should be quoted together with the set of exits it covers.

The values used above are collected in the numerical output.

## Table of computed values

```
barrier: 0.50 eV
total prefactor: 1.0e+13 1/s
temperature: 300 K
hop length: 0.25 nm
Boltzmann constant: 8.617333e-05 eV/K
thermal energy kT: 0.025852 eV
barrier / kT: 19.3409
Boltzmann factor: 3.9845e-09
hop rate, all directions: 3.9845e+04 1/s
hop rate, one direction: 9.9612e+03 1/s
total rate if prefactor is per direction: 1.5938e+05 1/s
mean wait between hops: 25.10 microseconds
standard deviation of hops in 1 s: 199.6
diffusion coefficient: 6.226e-12 cm2/s
rms displacement in 1 s: 49.9 nm
frequency in one direction: 2.50e+12 1/s
mass implied by cosine model: 61.8 u
rough copper mass: 63.5 u
total prefactor for copper mass: 9.861e+12 1/s
integrated classical flux rate: 3.9303e+04 1/s
integrated flux / harmonic rate: 0.9864
same ratio at 150 K: 0.9934
barrier from temperature slope: 0.4996 eV
vibration quantum: 10.34 meV
zero-point factor of well: 1.0067
tunnelling factor: 1.0067
combined quantum factor: 1.0134
assumed friction rate: 1.0e+12 1/s
escape fraction with friction: 0.838
sampling error of that fraction: 0.003
outward runs ending beyond next site: 0.118
escape fraction at friction 3e12 1/s: 0.900
runs beyond next site at 3e12 1/s: 0.007
escape fraction at friction 2e13 1/s: 0.542
Kramers factor at friction 2e13 1/s: 0.549
rate for barrier 0.45 eV: 2.756e+05 1/s
rate for barrier 0.55 eV: 5.760e+03 1/s
factor for 0.05 eV barrier change: 6.92
rate at 290 K: 2.045e+04 1/s
rate at 310 K: 7.436e+04 1/s
rate at 400 K: 5.015e+06 1/s
```
